# Constant-Kernel Coagulation from Pure Monomer, with Silicon Seeds in Hydrogen

## Definitions and conventions

Particles suspended in a gas collide, stick and form larger particles. Let the smallest particle present be called the monomer, and let a $k$-mer be a cluster that contains $k$ monomers. The number density of $k$-mers at time $t$ is $n_k(t)$, and the total density of clusters is $N(t)=\sum_{k\ge1}n_k(t)$. The initial state is pure monomer: $n_1(0)=N_0$, and $n_k(0)=0$ for $k\ge2$.

The gas is uniform and closed. Merging is irreversible, and there is no supply of new monomer, no growth from vapour, no evaporation, no break-up and no loss to walls. In a volume $V$ each unordered pair of clusters merges at the rate $K/V$. The constant-kernel model takes the same $K$ for all pairs, whatever their sizes.

## The rate equations

Let $V$ contain $N_i=Vn_i$ clusters of size $i$. For $i\ne j$ there are $N_iN_j$ pairs, so mergers occur at the rate $Kn_in_j$ per unit volume. For equal sizes there are $N_i(N_i-1)/2\approx N_i^2/2$ pairs, and the rate is $Kn_i^2/2$. These expressions are a mean-field approximation: populations are large, and the average of a product is replaced by the product of averages.

Gain of $k$-mers comes from pairs with $i+j=k$. A sum over ordered $(i,j)$ counts each unequal pair twice and each equal pair once, so a prefactor $K/2$ gives the correct rate in both cases. Loss comes from mergers of a $k$-mer with any cluster. A partner of size $j\ne k$ contributes $Kn_kn_j$. A partner of size $k$ contributes $Kn_k^2/2$ events, each removing two $k$-mers, hence $Kn_k^2$. Therefore

$$\frac{dn_k}{dt}=\frac K2\sum_{i+j=k}n_in_j-Kn_kN. \tag{1}$$

If a kernel is defined without the factor $1/2$ in the gain term, its value differs from this $K$ by a factor of two.

Define the dimensionless quantities

$$c_k=\frac{n_k}{N_0},\qquad M=\sum_{k\ge1}c_k=\frac N{N_0},\qquad x=\frac{KN_0t}{2}. \tag{2}$$

Since $dt=2\,dx/(KN_0)$, multiplying (1) by $2/(KN_0^2)$ gives

$$\frac{dc_k}{dx}=\sum_{i+j=k}c_ic_j-2c_kM,\qquad c_k(0)=\delta_{k1}. \tag{3}$$

## Solution by a generating function

We look for solutions with $c_k\ge0$ and bounded $M$. For $0\le z\le1$ define

$$g(z,x)=\sum_{k\ge1}c_k(x)z^k,\qquad g(1,x)=M(x),\qquad g(z,0)=z. \tag{4}$$

Multiply (3) by $z^k$ and sum over $k$. In the gain term $z^k=z^iz^j$, and the restriction $i+j=k$ disappears once all $k$ are summed:

$$\sum_k z^k\sum_{i+j=k}c_ic_j=\Big(\sum_ic_iz^i\Big)\Big(\sum_jc_jz^j\Big)=g^2.$$

The absolute values of all terms on the right of (3) add up to at most $3M^2$, which is bounded. One may therefore integrate (3) over $x$, sum over $k$, and exchange sum and integral. The result shows that $g$ is continuous in $x$, and then that it is differentiable, with

$$\frac{\partial g}{\partial x}=g^2-2gM. \tag{5}$$

At $z=1$, where $g=M$, this becomes a closed equation for the total density:

$$\frac{dM}{dx}=-M^2,\qquad M(0)=1\quad\Longrightarrow\quad M=\frac1{1+x}. \tag{6}$$

The linear term in (5) is removed by taking the difference $h=M-g$. From (5) and (6),

$$\frac{\partial h}{\partial x}=-M^2-g^2+2gM=-(M-g)^2=-h^2,\qquad h(z,0)=1-z. \tag{7}$$

For $z<1$ division by $-h^2$ gives $\partial(1/h)/\partial x=1$, so $1/h=1/(1-z)+x$, or

$$h=\frac{1-z}{1+(1-z)x}. \tag{8}$$

This also holds at $z=1$, where $h=0$. Now $g=M-h$, and over a common denominator the numerator is

$$1+(1-z)x-(1-z)(1+x)=1-(1-z)=z.$$

The denominator is $(1+x)[1+(1-z)x]=(1+x)(1+x-xz)$. Hence

$$g=\frac{z}{(1+x)(1+x-xz)}=\frac{z}{(1+x)^2}\,\frac{1}{1-\dfrac{xz}{1+x}}. \tag{9}$$

Because $xz/(1+x)<1$, the last factor is a convergent geometric series. The coefficient of $z^k$ contains the power $k-1$ of $x/(1+x)$, so

$$\boxed{\,n_k=N_0\frac{x^{k-1}}{(1+x)^{k+1}},\qquad x=\frac{KN_0t}{2}\,} \tag{10}$$

with $0^0=1$ at $t=0$.

The derivation shows that any solution of the stated class must be (10). Substitution shows that (10) is a solution. Each of the $k-1$ products in the gain term equals $x^{k-2}/(1+x)^{k+2}$, and with (6) the right side of (3) is

$$\frac{(k-1)x^{k-2}-2x^{k-1}}{(1+x)^{k+2}}. \tag{11}$$

The derivative of (10) is

$$\frac{dc_k}{dx}=\frac{(k-1)x^{k-2}(1+x)-(k+1)x^{k-1}}{(1+x)^{k+2}},$$

and collecting the terms in $x^{k-1}$ gives (11). For $k=1$ the gain term is empty and the terms with the factor $k-1$ are absent.

## Reading the distribution

Put $r=x/(1+x)$, so that $1-r=1/(1+x)$ and $c_k=(1-r)^2r^{k-1}$. At fixed time the distribution is geometric in $k$. Since $r<1$, monomers remain the most abundant single species at every finite time in this model, even when most of the mass is in larger clusters.

The moments follow from derivatives of the geometric series:

$$\sum_k kr^{k-1}=\frac1{(1-r)^2},\qquad \sum_k k^2r^{k-1}=\frac{d}{dr}\frac{r}{(1-r)^2}=\frac{1+r}{(1-r)^3}.$$

With $1+r=(1+2x)/(1+x)$ they give

$$\sum_kkc_k=1,\qquad \frac{\sum_kkc_k}{\sum_kc_k}=1+x,\qquad \sum_kk^2c_k=1+2x. \tag{12}$$

The first result is conservation of mass. The second is the mean size per cluster. The third is the mean size weighted by mass, which approaches twice the second at large $x$.

By (11), the density of $k$-mers with $k\ge2$ rises while $2x<k-1$ and falls afterwards. Its maximum is at

$$x_k^{\max}=\frac{k-1}2. \tag{13}$$

At early times, when $(k+1)x\ll1$, the denominator in (10) is close to one and $c_k\approx x^{k-1}$: a $k$-mer needs $k-1$ mergers. For late times write $k=ux$ with $u$ fixed. From (10),

$$\ln(x^2c_k)=-(ux+1)\ln\!\Big(1+\frac1x\Big)=-u-\frac{1-u/2}{x}+O(x^{-2}),$$

and therefore

$$c_k=\frac{e^{-k/x}}{x^2}\left[1-\frac{1-u/2}{x}+O(x^{-2})\right]. \tag{14}$$

The distribution keeps its shape while its width grows in proportion to $x$. At $k=x$ the leading correction is $-1/(2x)$. The computed deviations of (10), relative to the limiting form, are $-0.497\%$ at $x=100$ and $-0.249\%$ at $x=200$, in agreement with it. In a finite volume the mean-field description fails when few clusters remain, that is, when $VN_0/(1+x)$ is no longer large.

## Silicon seeds in hot hydrogen

Take hydrogen at 900 K and 760 Torr, a rough typical setting for silane deposition at atmospheric pressure. The monomer is here a compact silicon seed of diameter $d=2.0$ nm, not a silane molecule. With a density of 2.33 g/cm³ its mass is $m=9.76\times10^{-24}$ kg, or about 209 atoms. The initial density is $N_0=10^{11}$ cm⁻³, and the gas spends 100 ms in the hot zone.

Two seeds touch when their centres are $d$ apart, so the collision cross-section is $\pi d^2$. The reduced mass is $m/2$, and the mean relative speed is $\sqrt{16k_BT/(\pi m)}$. Hence, if every collision leads to sticking,

$$K=\pi d^2\sqrt{\frac{16k_BT}{\pi m}}=4d^2\sqrt{\frac{\pi k_BT}{m}}=1.012\times10^{-9}\ \text{cm}^3/\text{s}. \tag{15}$$

One million pairs of sampled Maxwell velocities give the same value to within 0.1%. At the end of the hot zone

$$x=\tfrac12(1.012\times10^{-9})(10^{11})(0.100)=5.06.$$

The total density is $10^{11}/6.06=1.65\times10^{10}$ cm⁻³ and the mean size is 6.06 seeds. A sphere of that volume has the diameter $2.0\times6.06^{1/3}=3.65$ nm. Single seeds remain at $10^{11}/6.06^2=2.72\times10^9$ cm⁻³, and each further size is less abundant by the factor $5.06/6.06=0.835$. The total density has halved at $x=1$, after 19.8 ms. The 5-mers peak at $x=2$, after 39.5 ms, at $2.2\times10^9$ cm⁻³, and have fallen to $1.3\times10^9$ cm⁻³ at 100 ms.

Two computations test (10) on these numbers. Integration of (1) in time for sizes up to 200 agrees to about $10^{-12}N_0$. Random merging of pairs, in 20 runs of 20,000 seeds each, does not use (1) at all; it gives $(2.704\pm0.024)\times10^9$ cm⁻³ for single seeds, where the uncertainty is one standard error. The numerical output lists the other sizes.

## What the constant kernel leaves out

**Size dependence.** For compact spheres the radius grows as $k^{1/3}$, and the relative speed of a pair varies as $\sqrt{1/i+1/j}$. Thus

$$\frac{K_{ij}}{K}=\frac{(i^{1/3}+j^{1/3})^2}{4}\sqrt{\frac{1/i+1/j}{2}}\ \ge\ (ij)^{1/3}(ij)^{-1/4}=(ij)^{1/12}\ge1. \tag{16}$$

The inequality applies "arithmetic mean at least geometric mean" to each factor. Every pair thus merges at least as fast as two seeds do, and coagulation speeds up. Integration with (16) gives a total of $1.29\times10^{10}$ cm⁻³, 22% below the constant-kernel value, and 30% fewer single seeds. The shape of the distribution changes too: with (16), single seeds are still the most abundant size at 100 ms, but at later times a larger size takes their place.

**Attraction.** Let $U(R)$ be the interaction energy at centre distance $R$. A pair with collision energy $E$ and impact parameter $b$ reaches contact if $Eb^2/R^2+U(R)\le E$ for all $R\ge d$. The largest such $b^2$ is the minimum of $R^2(1-U/E)$. Relative to hard spheres, the thermal rate is multiplied by

$$\int_0^\infty \varepsilon e^{-\varepsilon}\,\frac{b_{\max}^2(\varepsilon)}{d^2}\,d\varepsilon,\qquad \varepsilon=\frac{E}{k_BT}. \tag{17}$$

For $U$ we take the unretarded Hamaker energy of two equal spheres, with a rough Hamaker constant of 1.25 eV. The factor is then 2.11; it moves between 2.0 and 2.2 for Hamaker constants from 0.94 to 1.56 eV, and it is smaller for unequal spheres, about 1.9 at a radius ratio of 3. The barrier that decides capture lies at surface gaps of 0.4 to 0.8 nm, a few atomic spacings, where the continuum Hamaker energy is only a rough guide. If it is applied to all pairs, $x$ becomes 10.7, the total falls to $8.6\times10^9$ cm⁻³, and single seeds fall to $7.3\times10^8$ cm⁻³, fewer by a factor of 3.7.

**Steady supply.** Suppose the same $N_0$ seeds arrive uniformly over the time $t_f=100$ ms. Each merger removes one cluster, so $dN/dt=S-KN^2/2$ with $S=N_0/t_f$ and $N(0)=0$. The solution is $N=\sqrt{2S/K}\,\tanh(t\sqrt{SK/2})$. At $t_f$, with $x=KN_0t_f/2$,

$$\frac{N(t_f)}{N_0}=\frac{\tanh\sqrt x}{\sqrt x}. \tag{18}$$

This gives $4.3\times10^{10}$ cm⁻³, which is 2.6 times the burst result, because late seeds have had little time to merge.

**Walls.** Let a seed of radius $a$ drift at a small velocity $\mathbf w$, along $z$, through gas molecules of mass $m_g$, density $n_g$ and velocity $\mathbf v$, treated as points. Relative to the seed a molecule moves at $\mathbf v-\mathbf w$. A hard sphere scatters elastically rebounding points equally in all directions, so on average each collision delivers the full relative momentum, and the force on the seed is $n_gm_g\pi a^2\langle|\mathbf v-\mathbf w|(\mathbf v-\mathbf w)\rangle$. To first order the $z$ component of the average is $-w\langle v+v_z^2/v\rangle=-\tfrac43\langle v\rangle w$, which opposes the drift. The drag coefficient is thus $\zeta=\tfrac43\pi a^2n_gm_g\langle v\rangle$, and $D=k_BT/\zeta=0.353$ cm²/s. In still gas each wall absorbs the flux $N_0\sqrt{D/(\pi t)}$ as long as $\sqrt{4Dt}$ is small compared with the gap $L$. Integrated over time for two walls 4.0 cm apart, the lost fraction is

$$\frac{4}{L}\sqrt{\frac{Dt}{\pi}}=\frac{4}{4.0}\sqrt{\frac{0.353\times0.100}{\pi}}=0.106. \tag{19}$$

This holds for seeds that do not merge; larger clusters diffuse more slowly, since $\zeta\propto a^2$. The digits belong to the model of point molecules with elastic rebound. The finite size of the hydrogen molecule and diffuse re-emission from the seed surface both raise the drag; together they lower $D$ to about 0.19 cm²/s and the lost fraction to about 0.08.

**Growth.** At a rough film growth rate of 20 nm/min a seed gains 0.033 nm in radius during 100 ms, which raises its volume by 10%.

The ballistic picture behind (15) is sound here: a seed keeps its direction over roughly 1.6 µm, far more than its diameter.

In a real reactor the seed density and seed size result from gas-phase chemistry; here they are assumed inputs, and the densities above are not predictions for a given silane flow. The assumption of a single burst is broken wherever nucleation continues along the flow. For these inputs a uniform supply raises the total density by a factor of about 2.6; another supply history gives another factor. Attraction acts in the opposite direction, by a factor of about 1.9. The two were computed separately and should not simply be multiplied. Temperature gradients, particle charge, evaporation, incomplete coalescence and collisions that do not lead to sticking have not been sized. Equation (10) solves the constant-kernel equations exactly; for this reactor example, with a burst or a uniform supply, it gives the total density only to within a factor of about three, as far as the effects sized here can tell. For a burst, size dependence, attraction and wall loss acting together lower the total by a factor of about 2.9. A supply weighted towards late times can raise it by more than three: a linearly rising supply with the constant kernel gives 3.3.

## Values computed for the example and the checks

```
temperature: 900 K
hydrogen pressure: 760 Torr
seed diameter: 2.0 nm
silicon density: 2.33 g/cm3
seed mass: 9.760e-24 kg
silicon atoms per seed: 209
initial seed density N0: 1.0e+11 cm^-3
time in hot zone: 100 ms
K from formula: 1.0119e-09 cm3/s
K from sampled velocities: 1.0123e-09 cm3/s
time at which x = 1: 19.76 ms
x at the end: 5.0595
total density: 1.6503e+10 cm^-3
mean size: 6.059 seeds
diameter of mean-volume sphere: 3.65 nm
second moment / N0: 11.119
k-mer density in 1e9 cm^-3:
k, formula, random merging +- std error, sphere kernel
1  2.7235  2.704 +- 0.024  1.9139
2  2.2741  2.278 +- 0.030  1.5821
3  1.8988  1.887 +- 0.021  1.2992
4  1.5854  1.594 +- 0.016  1.0825
5  1.3238  1.336 +- 0.021  0.9129
6  1.1053  1.115 +- 0.014  0.7771
largest |formula - integration| / N0: 1.3e-12
5-mer peak time: 39.53 ms
5-mer peak density: 2.195e+09 cm^-3
large-x form, error at k=x=100: -0.497 %
large-x form, error at k=x=200: -0.249 %
sphere kernel, total density: 1.291e+10 cm^-3
sphere kernel, mean size: 7.75 seeds
Hamaker constant (rough): 1.25 eV
van der Waals factor on K: 2.11
total density with that K: 8.571e+09 cm^-3
monomer density with that K: 7.347e+08 cm^-3
steady supply, total density: 4.348e+10 cm^-3
seed diffusion coefficient: 0.353 cm2/s
wall gap: 40 mm
seed loss to walls without merging: 10.6 %
seed persistence length: 1581 nm
film growth rate (rough): 20 nm/min
radius added by growth: 0.033 nm
seed volume gain by growth: 10.3 %
```
